# C3v donors in silicon: two singlets and two doublets from six valleys: verification in Python

```python
# RESULT UNDER TEST: a C3v donor complex in silicon turns the six-valley 1s
# manifold into 2 A1 singlets and 2 E doublets, with energies
#   A1: a + 2b +/- |c + 2d|       E: a - b +/- |c - d|
# a=H(+x,+x), b=H(+x,+y), c=H(+x,-x), d=H(+x,-y).
# Valley order: +x,+y,+z,-x,-y,-z. The threefold axis is [111].
# Bloch functions come from a local empirical pseudopotential; the donor
# matrix comes from real-space quadrature with ellipsoidal 1s envelopes.
# Symmetry fixes degeneracies, not gap sizes: several wells are compared.
# Lengths are in nm and energies in eV internally, unless named _mev.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar

lattice = 0.543
epsilon = 11.7
form_ry = {3: -0.21, 8: 0.04, 11: 0.08}
depth_donor = -1.0
range_choices = (0.100, 0.125, 0.150, 0.175)
partner_choices = (-0.2, -0.4, -0.6)
close_case = (0.150, -0.4)
temperature = 4.2

rydberg = const.value('Rydberg constant times hc in eV')
hbar2_2m = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
k_unit = 2 * np.pi / lattice
kin_unit = hbar2_2m * k_unit**2
tau = np.ones(3) * lattice / 4

# Reciprocal vectors of the fcc lattice, in units of 2 pi / lattice.
G = np.array([g for g in itertools.product(range(-4, 5), repeat=3)
              if len({n % 2 for n in g}) == 1 and sum(n*n for n in g) <= 24])
g_index = {tuple(g): n for n, g in enumerate(G)}
dG = G[:, None, :] - G[None, :, :]
dG2 = np.sum(dG**2, axis=2)
V = np.zeros(dG2.shape, complex)
for shell, value in form_ry.items():
    V[dG2 == shell] = value * rydberg
V *= (1 + np.exp(-0.5j * np.pi * dG.sum(axis=2))) / 2


def crystal_hamiltonian(k):
    return V + np.diag(kin_unit * np.sum((G + np.array(k))**2, axis=1))


def conduction_energy(k):
    return np.linalg.eigvalsh(crystal_hamiltonian(k))[4]


opt = minimize_scalar(lambda x: conduction_energy([x, 0, 0]),
                      bounds=(0.7, 0.98), method='bounded',
                      options={'xatol': 1e-7})
k0 = opt.x
assert 0.75 < k0 < 0.95
step = 0.02
e_mid = conduction_energy([k0, 0, 0])
curv_l = (conduction_energy([k0+step, 0, 0])
          + conduction_energy([k0-step, 0, 0]) - 2*e_mid) / step**2
curv_t = (conduction_energy([k0, step, 0])
          + conduction_energy([k0, -step, 0]) - 2*e_mid) / step**2
mass_l, mass_t = 2*kin_unit/curv_l, 2*kin_unit/curv_t
assert mass_l > mass_t > 0

# Each valley is diagonalized separately; only psi(0) > 0 fixes its phase.
valleys = np.vstack([np.eye(3), -np.eye(3)]) * k0
coef = []
for k in valleys:
    vector = np.linalg.eigh(crystal_hamiltonian(k))[1][:, 4]
    coef.append(vector * np.exp(-1j * np.angle(vector.sum())))
coef = np.array(coef)

# Test the actual representation, including all phases of Bloch functions.
representations, characters = [], []
for perm in itertools.permutations(range(3)):
    D = np.zeros((6, 6), complex)
    mapped = [g_index[tuple(g[list(perm)])] for g in G]
    for i, k in enumerate(valleys):
        j = int(np.argmin(np.sum((valleys - k[list(perm)])**2, axis=1)))
        D[j, i] = np.vdot(coef[j, mapped], coef[i])
    assert np.allclose(D[np.abs(D) > 0.1], 1, atol=1e-6)
    assert np.sum(np.abs(D) > 0.1) == 6
    representations.append(D)
    characters.append(np.trace(D).real)
fixed = np.array([sum(p[i] == i for i in range(3))
                  for p in itertools.permutations(range(3))])
char_a2 = np.where(fixed == 1, -1, 1)
char_e = fixed - 1
n_a1 = np.mean(characters)
n_a2 = np.mean(np.array(characters) * char_a2)
n_e = np.mean(np.array(characters) * char_e)
assert np.allclose([n_a1, n_a2, n_e], [2, 0, 2], atol=1e-6)
rotation = representations[
    list(itertools.permutations(range(3))).index((1, 2, 0))]

# Time reversal and the screw-related phase on the neighbouring atom.
reverse = [g_index[tuple(-g)] for g in G]
for i in range(3):
    assert np.allclose(coef[i+3, reverse], coef[i].conj(), atol=1e-6)
psi_zero = coef.sum(axis=1)
psi_tau = np.array([np.sum(coef[i] * np.exp(1j*k_unit*((G+k) @ tau)))
                    for i, k in enumerate(valleys)])
assert np.allclose(psi_tau[:3], psi_tau[0], atol=1e-6)
phase_ratio = psi_tau[0] / psi_zero[0]
assert abs(phase_ratio**2 - np.exp(1j*np.pi*k0)) < 1e-5


# Variational single-valley envelope exp(-sqrt(perp^2/A^2 + par^2/B^2)).
def envelope_terms(A, B):
    kinetic = hbar2_2m * (2/(3*mass_t*A**2) + 1/(3*mass_l*B**2))
    inverse_r = np.arcsin(np.sqrt(1-(B/A)**2)) / np.sqrt(A*A-B*B)
    return kinetic, -e2*inverse_r/epsilon


def envelope_energy(p):
    A = np.exp(p[0])
    B = A / (1 + np.exp(-p[1]))
    return sum(envelope_terms(A, B))


env = minimize(envelope_energy, [np.log(2.5), 0.3], method='Nelder-Mead',
               options={'xatol': 1e-9, 'fatol': 1e-13, 'maxiter': 2000})
radius_t = np.exp(env.x[0])
radius_l = radius_t / (1 + np.exp(-env.x[1]))
energy0 = env.fun
kinetic0, coulomb0 = envelope_terms(radius_t, radius_l)
assert abs(2*kinetic0 + coulomb0) < 1e-6

# Direct polar quadrature tests the envelope norm and both energies.
xr, wr = np.polynomial.legendre.leggauss(240)
r = (xr[:, None] + 1) * 10 * radius_t
wr = wr[:, None] * 10 * radius_t
mu, wm = np.polynomial.legendre.leggauss(80)
shape = np.sqrt((1-mu**2)/radius_t**2 + mu**2/radius_l**2)
weight = 2*np.pi*wr*wm*r**2*np.exp(-2*r*shape)
norm = weight.sum()
kin_density = hbar2_2m * ((1-mu**2)/(mass_t*radius_t**4)
                          + mu**2/(mass_l*radius_l**4)) / shape**2
assert abs(norm/(np.pi*radius_t**2*radius_l)-1) < 1e-6
assert abs(np.sum(weight*kin_density)/norm/kinetic0-1) < 1e-6
assert abs(np.sum(weight*(-e2/(epsilon*r)))/norm/coulomb0-1) < 1e-6


def make_grid(points):
    x = np.linspace(-0.8, 0.8, points)
    xyz = np.array(np.meshgrid(x, x, x, indexing='ij')).reshape(3, -1)
    waves = []
    for i, k in enumerate(valleys):
        factors = [np.exp(1j*k_unit*np.outer(x, G[:, n]+k[n]))
                   for n in range(3)]
        xy = (factors[0][:, None, :]*factors[1][None, :, :]).reshape(
            points**2, -1)
        waves.append(((xy*coef[i]) @ factors[2].T).ravel())
    return xyz, np.array(waves), (x[1]-x[0])**3


def well(grid, centre, width):
    distance2 = np.sum((grid[0]-np.array(centre)[:, None])**2, axis=0)
    return np.exp(-distance2/width**2)


def core_matrix_mev(grid, potential, contraction=1.0):
    xyz, waves, volume = grid
    A, B = radius_t/contraction, radius_l/contraction
    radius2 = np.sum(xyz**2, axis=0)
    phi = np.empty_like(waves)
    for i in range(3):
        rho = np.sqrt((radius2-xyz[i]**2)/A**2 + xyz[i]**2/B**2)
        phi[i] = waves[i]*np.exp(-rho)
        phi[i+3] = waves[i+3]*np.exp(-rho)
    factor = 1000*volume/(np.pi*A*A*B)
    return factor * ((phi.conj()*potential) @ phi.T)


def level_groups(matrix, tolerance=1e-5):
    values, vectors = np.linalg.eigh(matrix)
    groups, start = [], 0
    for stop in range(1, 7):
        if stop == 6 or values[stop]-values[stop-1] > tolerance:
            block = vectors[:, start:stop]
            trace = np.trace(block.conj().T @ rotation @ block).real
            groups.append((values[start:stop].mean(), stop-start, trace))
            start = stop
    return groups


def formula_levels(matrix):
    a, b = matrix[0, 0].real, matrix[0, 1].real
    c, d = matrix[0, 3], matrix[0, 4]
    signs = np.array([-1, 1])
    return a+2*b+signs*abs(c+2*d), a-b+signs*abs(c-d)


# Four couplings from one row predict the full spectrum in every case.
grid = make_grid(65)
cases = {}
for width in range_choices:
    donor_matrix = core_matrix_mev(
        grid, depth_donor*well(grid, [0, 0, 0], width))
    unit_partner = core_matrix_mev(grid, well(grid, tau, width))
    for depth in partner_choices:
        partner_matrix = depth*unit_partner
        total = donor_matrix+partner_matrix
        singles, doubles = formula_levels(total)
        predicted = np.sort(np.r_[singles, doubles, doubles])
        assert abs(total[0, 1].imag) < 1e-6
        assert np.allclose(np.linalg.eigvalsh(total), predicted, atol=1e-6)
        gap = min(np.diff(np.sort(np.r_[singles, doubles])))
        cases[width, depth] = (gap, donor_matrix, partner_matrix)

# The example is the case whose smallest gap is largest.
well_range, depth_partner = max(cases, key=lambda key: cases[key][0])
smallest_gap, H_donor, H_partner = cases[well_range, depth_partner]
H = H_donor+H_partner
close_gap = cases[close_case][0]
close_groups = level_groups(cases[close_case][1]+cases[close_case][2])
assert sorted(g[1] for g in close_groups) == [1, 1, 2, 2]

fine = make_grid(81)
H_fine = core_matrix_mev(fine, depth_donor*well(fine, [0, 0, 0], well_range)
                         + depth_partner*well(fine, tau, well_range))
quadrature_error = np.max(np.abs(H-H_fine))
assert quadrature_error < 0.002
del fine

a, b, c, d = H[0, 0].real, H[0, 1].real, H[0, 3], H[0, 4]
singlets, doublets = formula_levels(H)
groups = level_groups(H)
assert sorted(g[1] for g in groups) == [1, 1, 2, 2]
assert min(np.diff([g[0] for g in groups])) > 0.01
for value, degeneracy, trace in groups:
    assert abs(trace - (1 if degeneracy == 1 else -1)) < 1e-5

# Donor alone: tetrahedral limit. Weak partner: first-order T2 splitting.
td_groups = level_groups(H_donor)
assert sorted(g[1] for g in td_groups) == [1, 2, 3]
at, bt, ct = H_donor[0, 0].real, H_donor[0, 1].real, H_donor[0, 3].real
assert abs(H_donor[0, 4]-bt) < 1e-6 and abs(H_donor[0, 3].imag) < 1e-6
td_formula = {1: at+ct+4*bt, 2: at+ct-2*bt, 3: at-ct}
for value, degeneracy, trace in td_groups:
    assert abs(value-td_formula[degeneracy]) < 1e-6
weak = 0.0001
weak_values = np.linalg.eigvalsh(H_donor+weak*H_partner)
near = np.sort(weak_values[np.argsort(abs(weak_values-td_formula[3]))[:3]])
if near[1]-near[0] < near[2]-near[1]:
    weak_split = near[2]-near[:2].mean()
else:
    weak_split = near[0]-near[1:].mean()
first_order = 3*weak*(H_partner[0, 1]-H_partner[0, 4]).real
assert abs(weak_split/first_order-1) < 0.02

# Moving the partner off the threefold axis must lift the doublets.
H_off = H_donor + core_matrix_mev(
    grid, depth_partner*well(grid, [0.20, 0.10, 0.05], well_range))
off_gap = min(np.diff(np.linalg.eigvalsh(H_off)))
assert off_gap > 0.001

# Short-wave Coulomb coupling omitted from the example: 4 pi e^2/(eps q^2).
H_coulomb = np.zeros((6, 6), complex)
for i in range(6):
    for j in range(6):
        q = (G+valleys[i])[:, None, :]-(G+valleys[j])[None, :, :]
        q2 = k_unit**2*np.sum(q*q, axis=2)
        inverse = np.zeros_like(q2)
        inverse[q2 > 1e-9] = 1/q2[q2 > 1e-9]
        H_coulomb[i, j] = coef[i].conj() @ inverse @ coef[j]
H_coulomb *= -4000*e2/(epsilon*radius_t**2*radius_l)
coulomb_groups = level_groups(H+H_coulomb)
assert sorted(g[1] for g in coulomb_groups) == [1, 1, 2, 2]
coulomb_max = np.max(np.abs(H_coulomb-np.diag(np.diag(H_coulomb))))

# Common envelope contraction for the lowest state, omitted in first order.
binding_mev = -1000*energy0
potential = (depth_donor*well(grid, [0, 0, 0], well_range)
             + depth_partner*well(grid, tau, well_range))


def contracted_energy(scale):
    core = np.linalg.eigvalsh(core_matrix_mev(grid, potential, scale))[0]
    return binding_mev*(scale**2-2*scale)+core


contracted = minimize_scalar(contracted_energy, bounds=(1.0, 2.0),
                             method='bounded', options={'xatol': 1e-3})
assert contracted.x < 1.95
contraction_drop = -binding_mev+groups[0][0]-contracted.fun
assert contraction_drop > 0
kt_mev = 1000*const.k*temperature/const.e
boltzmann = np.array([g[1]*np.exp(-(g[0]-groups[0][0])/kt_mev)
                      for g in groups])
ground_fraction = boltzmann[0]/boltzmann.sum()


def print_levels(label, level_list):
    names = {1: 'A1', 2: 'E', 3: 'T2'}
    for value, degeneracy, trace in level_list:
        print(f'{label}, {names[degeneracy]}: core shift {value:.4f} meV')


print(f'lattice constant = {lattice:.3f} nm; dielectric constant = {epsilon:.1f}')
print('form factors, G^2 = 3, 8, 11:', *form_ry.values(), 'Ry')
print(f'plane waves per valley = {len(G)}')
print(f'core cases tested = {len(cases)}')
print(f'selected donor, partner wells = {depth_donor:.2f}, {depth_partner:.2f} eV')
print(f'selected Gaussian range = {well_range:.3f} nm')
print(f'donor-partner distance = {np.linalg.norm(tau):.4f} nm')
print(f'valley position = {k0:.4f} (2 pi / lattice constant)')
print(f'longitudinal, transverse mass = {mass_l:.4f}, {mass_t:.4f} m')
print(f'envelope radii, transverse, longitudinal = {radius_t:.3f}, {radius_l:.3f} nm')
print(f'single-valley energy = {1000*energy0:.3f} meV')
print(f'characters: identity {characters[0]:.0f}, C3 {np.trace(rotation).real:.0f},'
      f' mirror {characters[1]:.0f}')
print(f'multiplicities A1, A2, E = {n_a1:.0f}, {abs(n_a2):.0f}, {n_e:.0f}')
print(f'partner phase ratio = {phase_ratio.real:.4f} {phase_ratio.imag:+.4f} i')
print(f'a, b = {a:.4f}, {b:.4f} meV')
print(f'c = {c.real:.4f} {c.imag:+.4f} i meV')
print(f'd = {d.real:.4f} {d.imag:+.4f} i meV')
print(f'|c+2d|, |c-d| = {abs(c+2*d):.4f}, {abs(c-d):.4f} meV')
for value, degeneracy, trace in groups:
    name = 'A1' if degeneracy == 1 else 'E'
    print(f'{name}, degeneracy {degeneracy}: core shift {value:.4f} meV,'
          f' total {value-binding_mev:.4f} meV')
print(f'singlet separation = {np.ptp(singlets):.4f} meV')
print(f'doublet separation = {np.ptp(doublets):.4f} meV')
print(f'smallest gap in selected case = {smallest_gap:.4f} meV')
print(f'close case: range {close_case[0]:.3f} nm, partner {close_case[1]:.2f} eV')
print_levels('close case', close_groups)
print(f'smallest gap in close case = {close_gap:.5f} meV')
print_levels('donor alone', td_groups)
print(f'weak partner scale = {weak:.4f}')
print(f'weak T2 split, diagonalized = {1e6*weak_split:.4f} neV')
print(f'weak T2 split, first order = {1e6*first_order:.4f} neV')
print(f'smallest off-axis level gap = {off_gap:.4f} meV')
print(f'quadrature change on finer grid = {quadrature_error:.2e} meV')
print(f'largest intervalley Coulomb, static screening = {coulomb_max:.4f} meV')
print(f'same coupling, no screening = {epsilon*coulomb_max:.4f} meV')
print_levels('with screened Coulomb', coulomb_groups)
print(f'envelope contraction factor = {contracted.x:.4f}')
print(f'energy lowering by contraction = {contraction_drop:.4f} meV')
print(f'temperature = {temperature:.1f} K; thermal energy = {kt_mev:.4f} meV')
print(f'lowest level occupation within 1s manifold = {ground_fraction:.4f}')
print('PASS')
```

Running it gives:

```
lattice constant = 0.543 nm; dielectric constant = 11.7
form factors, G^2 = 3, 8, 11: -0.21 0.04 0.08 Ry
plane waves per valley = 137
core cases tested = 12
selected donor, partner wells = -1.00, -0.40 eV
selected Gaussian range = 0.100 nm
donor-partner distance = 0.2351 nm
valley position = 0.8529 (2 pi / lattice constant)
longitudinal, transverse mass = 0.8721, 0.1847 m
envelope radii, transverse, longitudinal = 2.515, 1.455 nm
single-valley energy = -28.611 meV
characters: identity 6, C3 0, mirror 2
multiplicities A1, A2, E = 2, 0, 2
partner phase ratio = 0.2290 +0.9734 i
a, b = -0.2124, -0.0392 meV
c = 0.0030 -0.0026 i meV
d = -0.0208 +0.0045 i meV
|c+2d|, |c-d| = 0.0392, 0.0249 meV
A1, degeneracy 1: core shift -0.3300 meV, total -28.9410 meV
A1, degeneracy 1: core shift -0.2516 meV, total -28.8626 meV
E, degeneracy 2: core shift -0.1981 meV, total -28.8091 meV
E, degeneracy 2: core shift -0.1483 meV, total -28.7594 meV
singlet separation = 0.0784 meV
doublet separation = 0.0497 meV
smallest gap in selected case = 0.0497 meV
close case: range 0.150 nm, partner -0.40 eV
close case, A1: core shift -0.7692 meV
close case, E: core shift -0.7623 meV
close case, A1: core shift -0.7331 meV
close case, E: core shift -0.6683 meV
smallest gap in close case = 0.00692 meV
donor alone, A1: core shift -0.2733 meV
donor alone, T2: core shift -0.1606 meV
donor alone, E: core shift -0.0948 meV
weak partner scale = 0.0001
weak T2 split, diagonalized = -5.5065 neV
weak T2 split, first order = -5.5065 neV
smallest off-axis level gap = 0.0065 meV
quadrature change on finer grid = 1.93e-06 meV
largest intervalley Coulomb, static screening = 0.0413 meV
same coupling, no screening = 0.4829 meV
with screened Coulomb, A1: core shift -0.4682 meV
with screened Coulomb, A1: core shift -0.2204 meV
with screened Coulomb, E: core shift -0.1659 meV
with screened Coulomb, E: core shift -0.0400 meV
envelope contraction factor = 1.0171
energy lowering by contraction = 0.0082 meV
temperature = 4.2 K; thermal energy = 0.3619 meV
lowest level occupation within 1s manifold = 0.2270
PASS
```
